# Ewald sums: energy terms, truncation errors and the best splitting parameter

## Definitions and conventions

A cubic cell of edge \(L\) and volume \(V=L^3\) holds \(N\) point charges \(q_i\) at \(\mathbf r_i\), and is repeated by the lattice vectors \(\mathbf n\). Lengths are in a unit \(\ell\), charges in \(e\), energies in \(e^2/(4\pi\varepsilon_0\ell)\), so two unit charges at distance \(r\) have energy \(1/r\). Write

\[
Q=\sum_i q_i,\qquad \mathcal Q=\sum_i q_i^2,\qquad S(\mathbf k)=\sum_i q_i e^{i\mathbf k\cdot\mathbf r_i},
\]

where \(\mathbf k\) is a reciprocal vector, \(2\pi/L\) times an integer triple. If \(Q\neq0\), a uniform background of density \(-Q/V\) fills every cell; without it the energy per cell diverges. The cells form a large sphere in a medium of relative permittivity \(\varepsilon'\). The splitting parameter \(\alpha\) is an inverse length; the full energy does not depend on it.

The small example has \(L=1\) and charges \(2,-2,1\) at \((0.10,0.20,0.15)\), \((0.70,0.35,0.60)\), \((0.40,0.80,0.90)\). Thus \(Q=1\) and \(\mathcal Q=4+4+1=9\).

## Three ions by hand

**The split.** Write \(1/r=\operatorname{erfc}(\alpha r)/r+\operatorname{erf}(\alpha r)/r\). The first part is short-ranged. The second, \(h(r)=\operatorname{erf}(\alpha r)/r\), is smooth, and

\[
\nabla^2h=\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\alpha r)=-\frac{4\alpha^3}{\sqrt\pi}e^{-\alpha^2r^2}=-4\pi\rho_\alpha,\qquad \rho_\alpha=\frac{\alpha^3}{\pi^{3/2}}e^{-\alpha^2r^2}.
\]

So \(h\) is the potential of a unit Gaussian charge. Since \(\rho_\alpha\) has Fourier transform \(e^{-k^2/4\alpha^2}\), that of \(h\) is \(4\pi e^{-k^2/4\alpha^2}/k^2\).

Let \(\psi(\mathbf d)\) be the potential of a unit charge, its images and their background, with zero average over the cell. The smooth part is a Fourier series without \(\mathbf k=0\). The short-ranged part has average

\[
\frac1V\int\frac{\operatorname{erfc}(\alpha r)}r\,d^3r=\frac{4\pi}{V\alpha^2}\int_0^\infty x\operatorname{erfc}x\,dx=\frac{\pi}{V\alpha^2},
\]

because integration by parts turns the last integral into \(\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=1/4\). Subtracting this average gives

\[
\psi(\mathbf d)=\sum_{\mathbf n}\frac{\operatorname{erfc}(\alpha|\mathbf d+\mathbf n|)}{|\mathbf d+\mathbf n|}+\frac{4\pi}V\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}e^{i\mathbf k\cdot\mathbf d}-\frac{\pi}{V\alpha^2}.
\]

The energy is half of each ion's charge times the potential there, without the ion's own \(1/r\). The background adds nothing further, because the potential averages to zero over it.

**Self term.** For \(i=j\), removing \(1/r\) from \(\operatorname{erfc}(\alpha r)/r\) leaves \(-\operatorname{erf}(\alpha r)/r\to-2\alpha/\sqrt\pi\). Half of this times \(q_i^2\), summed, is \(-\alpha\mathcal Q/\sqrt\pi\). With \(\alpha=11\) it is \(-11\times9/1.77245=-55.855\).

**Net-charge term.** The constant in \(\psi\) multiplies \(\tfrac12\sum_{ij}q_iq_j=Q^2/2\), giving \(-\pi Q^2/(2V\alpha^2)\). Here it is \(-\pi/242=-0.01298\).

**Reciprocal term.** The waves give \((2\pi/V)\sum_{\mathbf k\neq0}e^{-k^2/4\alpha^2}|S|^2/k^2\). For \(\mathbf k=2\pi(1,0,0)\) the phases are \(36^\circ,252^\circ,144^\circ\), so

\[
S=(1.6180+0.6180-0.8090)+i(1.1756+1.9021+0.5878)=1.4270+3.6655i
\]

and \(|S|^2\approx15.47\). This vector and its negative together contribute \((4\pi/4\pi^2)e^{-4\pi^2/484}\times15.47\approx4.54\). All waves within the cutoff give 45.591.

**Real term.** The nearest-image distances are 0.62, 0.56 and 0.62, all beyond the cutoff 0.5, so this term is zero in the calculation. At \(\alpha=11\) the omitted terms are negligible.

The four terms sum to \(45.5914-55.8548-0.0130=-10.2764\). At \(\alpha=13\) the reciprocal term rises by 10.1517, the self term falls by 10.1554 and the net-charge term rises by 0.0037. The total stays the same only because the net-charge term is present.

## The surface term

A lattice sum of dipolar cells depends on the order of summation. To follow a growing sphere, weight cell \(\mathbf n\) by a smooth isotropic function \(w(\mathbf n/R)\), with \(w(0)=1\) and rapid decay both in space and in its Fourier transform, and let \(R\to\infty\). Count the background among the charges, labelled \(a,b\), so that \(\sum_aq_a=0\).

The short-ranged sum converges absolutely, so there \(w\to1\). In the smooth sum, Poisson summation returns the waves \(\mathbf k\ne0\) found above, because the transform of \(w(\mathbf x/R)\) narrows to a unit delta function. The \(\mathbf k=0\) part is \(G(\mathbf d)/V\), with

\[
G(\mathbf d)=\int w(\mathbf x/R)\,h(|\mathbf x+\mathbf d|)\,d^3x .
\]

By isotropy \(G(\mathbf d)=G(0)+\tfrac16d^2\nabla^2G(0)+\dots\), where the later terms vanish as \(R\to\infty\). Also \(\nabla^2G(0)=-4\pi\int w\rho_\alpha\,d^3x\to-4\pi\). The large constant \(G(0)\) cancels by neutrality, leaving

\[
\frac1{2V}\sum_{ab}q_aq_b\left(-\frac{2\pi}3r_{ab}^2\right)
=-\frac{\pi}{3V}\sum_{ab}q_aq_b(r_a^2+r_b^2-2\mathbf r_a\cdot\mathbf r_b)
=\frac{2\pi|\mathbf M|^2}{3V}.
\]

The squares cancel by neutrality. The background has dipole \(-Q\mathbf r_c\), where \(\mathbf r_c\) is the cell centre, so \(\mathbf M=\sum_iq_i(\mathbf r_i-\mathbf r_c)\).

If the weight instead depends on the true distance \(|\mathbf d+\mathbf n|\), the \(\mathbf k=0\) integral does not depend on \(\mathbf d\). Subtracting it leaves the energy without a surface term, called the tin-foil energy.

For an outside medium, let the sphere have radius \(a\), polarization \(\mathbf P=\mathbf M/V\) and inner field \(E\) along \(\mathbf P\). The potentials are \(-Er\cos\theta\) inside and \(p\cos\theta/r^2\) outside. Continuity gives \(p=-Ea^3\). The normal displacement gives

\[
E+4\pi P=\frac{2\varepsilon'p}{a^3}=-2\varepsilon'E,\qquad\text{so}\qquad E=-\frac{4\pi P}{2\varepsilon'+1}.
\]

The field is linear in \(\mathbf M\), so building up the dipole costs \(-\tfrac12\mathbf M\cdot\mathbf E\) per cell:

\[
E_{\rm surf}=\frac{2\pi|\mathbf M|^2}{(2\varepsilon'+1)V},\qquad \mathbf F_i^{\rm surf}=-\frac{4\pi q_i\mathbf M}{(2\varepsilon'+1)V}.
\]

Vacuum, \(\varepsilon'=1\), reproduces the sum above; a conductor, \(\varepsilon'\to\infty\), removes the term. Positions must be unwrapped: moving an ion to the opposite face changes \(\mathbf M\) by \(q_iL\) and makes the energy jump.

For the three ions,

\[
\mathbf M=(-0.8,-0.6,-0.7)+(-0.4,0.3,-0.2)+(-0.1,0.3,0.4)=(-1.3,0,-0.5),
\]

so \(|\mathbf M|^2=1.94\), the surface energy in vacuum is \(2\pi\times1.94/3=4.063\), and the total is \(-6.213\). Direct sums of \(1/r\) in the two orders, extrapolated to infinite radius, reproduce both the tin-foil and the surface energy to the printed digits.

## The general formula

\[
\begin{aligned}
E={}&\frac12{\sum_{ij\mathbf n}}'q_iq_j\frac{\operatorname{erfc}(\alpha|\mathbf r_{ij}+\mathbf n|)}{|\mathbf r_{ij}+\mathbf n|}
+\frac{2\pi}V\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}|S(\mathbf k)|^2\\
&-\frac{\alpha\mathcal Q}{\sqrt\pi}-\frac{\pi Q^2}{2V\alpha^2}+\frac{2\pi|\mathbf M|^2}{(2\varepsilon'+1)V}.
\end{aligned}
\]

The prime omits \(i=j\) at \(\mathbf n=0\), and \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\). In practice the first sum stops at \(r_c\) and the second at \(k_c\).

## Forces lost by truncation

Assume that the ions are placed independently and uniformly. Results are to leading order for \(\alpha r_c\) and \(k_c/2\alpha\) well above one, with \(N\) large.

**Real space.** The omitted force on ion \(i\) is a sum of \(q_iq_jf(r)\hat{\mathbf r}\) over \(r>r_c\), where

\[
f=-\frac d{dr}\frac{\operatorname{erfc}(\alpha r)}r=\frac{\operatorname{erfc}(\alpha r)}{r^2}+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2r^2}}r\approx\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2r^2}}r .
\]

Since \(\operatorname{erfc}x\approx e^{-x^2}/(\sqrt\pi x)\), the dropped term is smaller by \(1/(2\alpha^2r^2)\). Each partner's mean force vanishes by isotropy, so different partners add in mean square:

\[
\langle|\delta\mathbf F_i|^2\rangle\approx\frac{q_i^2\mathcal Q}V\int_{r_c}^\infty4\pi r^2f^2dr
\approx\frac{16\alpha^2q_i^2\mathcal Q}V\int_{r_c}^\infty e^{-2\alpha^2r^2}dr
\approx\frac{4q_i^2\mathcal Q}{Vr_c}e^{-2\alpha^2r_c^2}.
\]

The last step uses \(\int_{r_c}^\infty e^{-2\alpha^2r^2}dr\approx e^{-2\alpha^2r_c^2}/(4\alpha^2r_c)\). Averaging over ions replaces \(q_i^2\) by \(\mathcal Q/N\):

\[
\delta F_r\approx\frac{2\mathcal Q}{\sqrt{NVr_c}}e^{-\alpha^2r_c^2}.
\]

**Reciprocal space.** The omitted force is

\[
\delta\mathbf F_i=q_i\sum_jq_j\frac{4\pi}V\sum_{k>k_c}\frac{\mathbf k}{k^2}e^{-k^2/4\alpha^2}\sin(\mathbf k\cdot\mathbf r_{ij}).
\]

Over uniform positions, \(\langle\sin(\mathbf k\cdot\mathbf r)\sin(\mathbf k'\cdot\mathbf r)\rangle=\tfrac12(\delta_{\mathbf k,\mathbf k'}-\delta_{\mathbf k,-\mathbf k'})\). With the factor \(\mathbf k\cdot\mathbf k'=\pm k^2\), the two cases add to \(k^2\). Replacing the sum by \((V/2\pi^2)\int k^2dk\),

\[
\langle|\delta\mathbf F_i|^2\rangle\approx\frac{16\pi^2q_i^2\mathcal Q}{V^2}\sum_{k>k_c}\frac{e^{-k^2/2\alpha^2}}{k^2}
\approx\frac{8q_i^2\mathcal Q}V\int_{k_c}^\infty e^{-k^2/2\alpha^2}dk
\approx\frac{8q_i^2\mathcal Q\alpha^2}{Vk_c}e^{-k_c^2/2\alpha^2},
\]

\[
\delta F_k\approx\mathcal Q\alpha\sqrt{\frac8{NVk_c}}\,e^{-k_c^2/4\alpha^2}.
\]

**Linked cutoffs.** Set \(r_c=s/\alpha\) and \(k_c=2\alpha s\). Both exponentials become \(e^{-s^2}\), and the prefactors also agree:

\[
\frac{\delta F_k^2}{\delta F_r^2}=\frac{8\alpha^2/k_c}{4/r_c}=\frac{2\alpha^2r_c}{k_c}=1 .
\]

## Energy lost by truncation

The energy error has a fluctuating part and a systematic part. In real space the fluctuation comes from \(N(N-1)/2\) pairs. Once the mean pair energy is subtracted, pairs sharing an ion are uncorrelated. With \(\sum_{i<j}q_i^2q_j^2\approx\mathcal Q^2/2\), and neglecting the squared mean,

\[
\delta E_r^2\approx\frac{\mathcal Q^2}2\frac{4\pi}V\int_{r_c}^\infty\operatorname{erfc}^2(\alpha r)\,dr
\approx\frac{\mathcal Q^2e^{-2s^2}}{2V\alpha^4r_c^3}.
\]

For a neutral cell \(\sum_{i<j}q_iq_j=-\mathcal Q/2\), so the omitted real energy has mean \(-(2\pi\mathcal Q/V)\int_{r_c}^\infty r\operatorname{erfc}(\alpha r)dr\). At fixed density and \(\alpha\) this does not grow with \(N\).

In reciprocal space \(|S|^2=\mathcal Q+\sum_{i\ne j}q_iq_j\cos(\mathbf k\cdot\mathbf r_{ij})\). The first piece does not average out:

\[
\Delta E_{\rm diag}=\frac{2\pi\mathcal Q}V\sum_{k>k_c}\frac{e^{-k^2/4\alpha^2}}{k^2}\approx\frac{\mathcal Q}\pi\int_{k_c}^\infty e^{-k^2/4\alpha^2}dk=\frac{\alpha\mathcal Q}{\sqrt\pi}\operatorname{erfc}\frac{k_c}{2\alpha}.
\]

It is the part of the self term that the cut wave sum no longer cancels. It is independent of positions and can be added back. The cosine piece has zero mean and, by the same orthogonality argument,

\[
\delta E_k^2\approx\frac{\mathcal Q^2}2\frac8V\int_{k_c}^\infty\frac{e^{-k^2/2\alpha^2}}{k^2}dk\approx\frac{4\mathcal Q^2\alpha^2}{Vk_c^3}e^{-2s^2}.
\]

The ratio \(\delta E_k^2/\delta E_r^2=8\alpha^6(r_c/k_c)^3\) is again one, since \(r_c/k_c=1/(2\alpha^2)\).

In 400 random neutral cells with \(N=64\), \(L=4\), \(\alpha=1.6\), \(s=3\), the omitted wave energy averages \(1.32\times10^{-3}\), against \(1.28\times10^{-3}\) from the integral. Its spread is \(1.01\times10^{-4}\), against \(1.06\times10^{-4}\). The systematic part is thus about thirteen times the spread.

The real-space spread is \(0.91\times10^{-4}\), below the leading value \(1.06\times10^{-4}\). The next order explains part of this. Squaring \(\operatorname{erfc}x\approx e^{-x^2}(1-1/2x^2)/(\sqrt\pi x)\) gives a factor \(1-1/s^2\), and the tail integral another \(1-3/4s^2\). Together they multiply the variance by \(1-7/(4s^2)=0.81\), lowering the spread to \(0.95\times10^{-4}\). This two-term series overshoots: the unexpanded integral gives \(0.98\times10^{-4}\). In so small a cell the neglected squared mean also matters. The mean pair term is \(8.1\times10^{-7}\); subtracting its square and counting \(N(N-1)/2=2016\) pairs gives \(0.90\times10^{-4}\), and the overlap of different images of one partner raises this to \(0.91\times10^{-4}\).

## The cheapest splitting parameter

Let one real pair take time \(t_r\) and one ion–wave term \(t_k\). Linked cells must supply the neighbours; testing all pairs would itself cost \(N^2\). Counting each pair once and one of each \(\pm\mathbf k\),

\[
n_{\rm pair}=\frac N2\frac NV\frac{4\pi r_c^3}3=\frac{2\pi N^2s^3}{3V\alpha^3},\qquad
n_{\rm wave}=\frac12\frac V{8\pi^3}\frac{4\pi k_c^3}3=\frac{2V\alpha^3s^3}{3\pi^2}.
\]

The time is \(T=t_rn_{\rm pair}+t_kNn_{\rm wave}=A/y+By\) with \(y=\alpha^3\). It is least where \(-A/y^2+B=0\), that is \(y^2=A/B=\pi^3(t_r/t_k)N/V^2\):

\[
\alpha=\sqrt\pi\left(\frac{t_r}{t_k}\frac N{V^2}\right)^{1/6},\qquad
T_{\min}=2\sqrt{AB}=\frac4{3\sqrt\pi}s^3N^{3/2}\sqrt{t_rt_k}.
\]

Both sums then take equal time. At fixed density \(\alpha\propto N^{-1/6}\) and \(r_c\propto N^{1/6}\). Holding \(\alpha\) fixed instead makes the wave work grow as \(N^2\); holding \(r_c/L\) fixed makes the pair work grow as \(N^2\). This is the optimum at fixed \(s\) within the family of linked cutoffs, not over independent choices of \(r_c\) and \(k_c\); it also ignores the weak dependence of \(s\) on \(\alpha\) at a fixed target error. The loss is small: in the thousand-ion example below, freeing \(\alpha\), \(r_c\) and \(k_c\) in the same error and cost formulas saves less than 0.1 per cent.

With \(r_c=s/\alpha\), \(\delta F_r\propto\mathcal Q\sqrt{\alpha/(NVs)}\,e^{-s^2}\). At fixed density, \(s\) and charge magnitudes this falls as \(N^{-1/12}\), so \(s\) need not grow with \(N\).

Treating the two force errors as uncorrelated, their total is \(\sqrt2\,\delta F_r\), and \(s\) follows from

\[
2\sqrt2\,\mathcal Q\sqrt{\frac\alpha{NVs}}\,e^{-s^2}=\delta F_{\rm target}.
\]

The algorithm is to measure \(t_r/t_k\), compute \(\alpha\), solve for \(s\), and set both cutoffs. Using nearest images alone requires \(r_c\le L/2\). Since \(\alpha L=\sqrt\pi(Nt_r/t_k)^{1/6}\), this means

\[
N\ge\frac{t_k}{t_r}\left(\frac{2s}{\sqrt\pi}\right)^6 .
\]

Smaller systems need further images or a larger \(\alpha\).

## One thousand ions

Take \(N=1000\) random charges \(\pm1\), \(L=10\), \(t_r/t_k=4\) and a target force error of \(10^{-4}\). Then

\[
\alpha=1.7725\times(4\times1000/10^6)^{1/6}=0.7062 .
\]

The error equation gives \(s=3.0843\): the prefactor is \(2828\sqrt{0.7062/(10^6\times3.0843)}=1.353\), and \(e^{-s^2}=7.39\times10^{-5}\). Hence \(r_c=3.0843/0.7062\approx4.37\) and \(k_c=2\times0.7062\times3.0843\approx4.36\). The nearest-image condition asks for \(N\ge444\) and holds.

The total force error is measured against a much more accurate sum with another \(\alpha\); the reciprocal part is summed directly from the omitted waves, and the real part is the remainder. The real and reciprocal force errors are \(7.17\times10^{-5}\) and \(7.33\times10^{-5}\); the formula gives \(7.07\times10^{-5}\) for each. Their total is \(1.04\times10^{-4}\), close to \(\sqrt{7.17^2+7.33^2}\times10^{-5}=1.03\times10^{-4}\), as expected for nearly uncorrelated errors. The rms force of this configuration, 16.46, is no useful scale for a relative error: for independently placed ions the mean-square force contains \(\int4\pi r^2r^{-4}dr\), which diverges at small \(r\), so the value is set by the closest pairs of the sample. If \(\ell=3\) Å, the total error is \(1.66\times10^{-4}\) eV/Å.

The omitted energy is \(5.98\times10^{-3}\). The diagonal correction, \(5.14\times10^{-3}\), reduces it to \(0.84\times10^{-3}\). The remainder can be split, because the diagonal sum needs no positions and the omitted waves can be summed directly. The discrete diagonal sum is \(5.60\times10^{-3}\), so replacing it by the integral accounts for \(0.46\times10^{-3}\). The cosine piece contributes \(-0.05\times10^{-3}\), and the omitted real energy \(0.44\times10^{-3}\), against a mean of \(-0.08\times10^{-3}\) and an expected spread of \(0.32\times10^{-3}\) (unexpanded integral with the squared mean subtracted; the leading formula gives \(0.36\times10^{-3}\)). Because the discrete sum is the exact mean of the omitted wave energy, it is on average the better correction, though in a single configuration the fluctuations can favour the integral.

In this example, independence of the ions is the assumption that matters most. Averaged over independent configurations, the unexpanded real integral gives \(7.3\times10^{-5}\), the discrete wave sum \(7.2\times10^{-5}\) and their correlation about 0.03, so the expected total is about 1.05 times the target. Fourteen other configurations lie between 0.98 and 1.09. The leading-order formula thus runs slightly low; correlated ions move it much further. For alternating charges on a simple cubic lattice, displaced at random by 0.1 per axis (standard deviation), the same parameters give an error of \(5.8\times10^{-5}\), or 0.58 of the target. Other random displacements of the same size give nearly the same ratio, but it changes with the size, and not monotonically: below 0.05 at 0.002, about 0.53 at 0.01, 0.45 at 0.05, 0.85 at 0.2 and 0.9 at 0.3. The value at 0.01 is almost all real-space error: the lattice shell at \(\sqrt{19}=4.359\) lies just inside \(r_c=4.368\), and small displacements carry some of its pairs across the cutoff. It is therefore not a general correction factor. For a correlated system, the error should be measured against a tighter sum.

Counts of actual pairs and waves at \(s=3\) and unit density, from \(N=1000\) to 27000, give a cost exponent of 1.497. At \(N=8000\), changing \(\alpha\) by the factors 0.8 and 1.25 raises the cost by 22 and 23 per cent. The formula \(\tfrac12(x^3+x^{-3})\), for a factor \(x\), gives 23 per cent for both. Since \(\alpha\) depends on the sixth root of the timing ratio, a ratio wrong by a factor \(\lambda\) gives \(x^3=\sqrt\lambda\) and multiplies the cost at fixed \(s\) by \(\tfrac12(\lambda^{1/2}+\lambda^{-1/2})\): about 6 per cent extra for \(\lambda=2\), 25 per cent for \(\lambda=4\) and 74 per cent for \(\lambda=10\). A timing ratio good to a factor of two suffices. The remaining values are in the numerical output.

## Table of computed values

```
THREE-ION CELL: L=1 l, q=2,-2,1 e; energies in e^2/(4 pi eps0 l)
position of ion 1 (l): [0.1  0.2  0.15]
position of ion 2 (l): [0.7  0.35 0.6 ]
position of ion 3 (l): [0.4 0.8 0.9]
alpha (1/l): 11 and 13; outside permittivity: 1
real term: 0.000000 and 0.000000
reciprocal term: 45.591359 and 55.743084
self term: -55.854769 and -66.010181
net charge term: -0.012982 and -0.009295
surface term: 4.063126 and 4.063126
total: -6.21326497 and -6.21326497
tin-foil energy: Ewald -10.2763915, direct -10.2763915
surface energy: formula 4.06313, direct 4.06313
ENSEMBLE: 400 cells, N=64, L=4 l, alpha=1.6/l, s=3
omitted real energy mean: -2.906e-05, formula -2.591e-05
omitted real energy spread: 9.073e-05, formula 1.062e-04
omitted wave energy mean: 1.322e-03, formula 1.276e-03
omitted wave energy spread: 1.010e-04, formula 1.062e-04
RANDOM IONS: N=1000, L=10 l, charges +-1 e, tau=4
target rms force error: 1.0e-04 e^2/(4 pi eps0 l^2)
s=3.0843; alpha=0.7062/l; rc=4.3676 l; kc=4.3562/l
smallest N for minimum image: 444
real force error: measured 7.166e-05, formula 7.071e-05
wave force error: measured 7.330e-05, formula 7.071e-05
total force error: 1.035e-04; rms force: 16.458
reference tin-foil energy: -185.41325
omitted energy: 5.982e-03; diagonal correction: 5.138e-03
omitted energy after correction: 8.438e-04
lattice with displacement 0.1 l per axis: error 5.760e-05
lattice error / random-ion estimate: 0.576
for l=3 angstrom: force unit 1.6000 eV/angstrom
measured total force error: 1.657e-04 eV/angstrom
COST: density 1/l^3, s=3, tau=4; unit: one wave term
N=1000: counted 1.2961e+06, formula 1.2846e+06
N=8000: counted 2.9309e+07, formula 2.9066e+07
N=27000: counted 1.8010e+08, formula 1.8022e+08
counted cost exponent: 1.4971
alpha/optimum=0.80: relative cost 1.2224
alpha/optimum=0.90: relative cost 1.0353
alpha/optimum=1.00: relative cost 1.0000
alpha/optimum=1.10: relative cost 1.0470
alpha/optimum=1.25: relative cost 1.2256
```
